# Larkin Length of an Elastic Domain Wall in Weak Random Forces

## The situation

A wall separates up and down domains in a thin ferroelectric film. Seen from above, it is a line. Its energy favours a straight line, while random fields from defects push parts of it sideways. Over short distances tension wins and the wall is nearly straight. Over longer distances the accumulated push carries it into regions where the forces are different. At what length does this happen, and how does that length depend on tension and disorder?

Let $x$ run along the straight wall and let $u(x)$ be its sideways displacement. For wall energy $\sigma$ per area and film thickness $t$, the energy per unit $x$ is $\sigma t\sqrt{1+u'^2}\simeq\sigma t(1+u'^2/2)$ at small slope. Dropping the constant and adding a random potential $V$ gives

$$E=\int\left[\tfrac{T}{2}u'^2+V(x,u)\right]dx,\qquad T=\sigma t .$$

This assumes an isotropic wall energy, local tension and a displacement uniform through the thickness. A small change $\delta u$, fixed at the ends, gives after integration by parts

$$\delta E=\int(-Tu''+\partial_uV)\,\delta u\,dx .$$

With the force per length $f=-\partial_uV$, equilibrium therefore requires

$$Tu''+f(x,u)=0. \tag{1}$$

The difficulty is that $f$ depends on the unknown $u$. Let $\xi$ be the sideways distance over which $f$ changes. While $|u|\ll\xi$, we may use $f(x,0)$, and the problem is linear.

## Stage 1: one point force

Clamp a segment at $x=0$ and $x=L$ and apply a unit force at $y$. The displacement $G(x,y)$ obeys $-TG''=\delta(x-y)$, so it is straight on either side of $y$:

$$G=ax\ (x<y),\qquad G=b(L-x)\ (x>y).$$

Continuity requires $ay=b(L-y)$. Integrating across $y$ gives $-T(-b-a)=1$, or $a+b=1/T$. Hence $a=(L-y)/(LT)$, $b=y/(LT)$ and

$$G(x,y)=\frac{x(L-y)}{LT}\ (x<y),\qquad G(x,y)=\frac{y(L-x)}{LT}\ (x>y). \tag{2}$$

**Limit: force at the middle.** Formula (2) gives a displacement $h=L/(4T)$. Directly, each half has slope $2h/L$ and pulls back with $2Th/L$. Two halves balance a unit force when $4Th/L=1$, which agrees.

**Limit: uniform force.** If $f=f_0$ everywhere, (1) gives $u=f_0x(L-x)/(2T)$ and a midpoint displacement $f_0L^2/(8T)$. Setting it to $\xi$ gives $L=(8T\xi/f_0)^{1/2}$, with tension exponent $1/2$. Many independent forces along the segment give a different exponent, as the next stages show.

## Stage 2: many random forces

Let the forces have zero mean and a short correlation length along the line:

$$\langle f(x,u)f(x',u')\rangle=\Delta(u-u')\,\delta(x-x'),\qquad \Delta_0=\Delta(0). \tag{3}$$

Here "force variance" means $\Delta_0$, the variance of force per length integrated over its correlation along $x$. Its unit is $(\mathrm{N/m})^2\,\mathrm{m}=\mathrm{N^2/m}$. We define the transverse range by $\xi^2=\Delta_0/|\Delta''(0)|$, for a smooth, even $\Delta$.

In the linear regime $u(x)=\int_0^LG(x,y)f(y,0)\,dy$. Squaring and averaging gives a double integral, which the delta function reduces to one:

$$\langle u^2(x)\rangle=\Delta_0\int_0^LG^2(x,y)\,dy .$$

Splitting at $y=x$ and using (2),

$$\langle u^2(x)\rangle=\frac{\Delta_0}{L^2T^2}\left[(L-x)^2\frac{x^3}{3}+x^2\frac{(L-x)^3}{3}\right].$$

The common factor $x^2(L-x)^2/3$ multiplies $x+(L-x)=L$, so

$$\langle u^2(x)\rangle=\frac{\Delta_0\,x^2(L-x)^2}{3LT^2}. \tag{4}$$

At the midpoint $x^2(L-x)^2=L^4/16$. For the segment average, $\int_0^Lx^2(L-x)^2dx=L^5(1/3-1/2+1/5)=L^5/30$. Thus

$$\langle u^2\rangle_{\rm mid}=\frac{\Delta_0L^3}{48T^2},\qquad
\langle u^2\rangle_{\rm avg}=\frac{\Delta_0L^3}{90T^2}. \tag{5}$$

The cube has a simple reading. Independent forces sum to about $\sqrt{\Delta_0L}$, and a segment yields by about $L/T$ per unit force, so the rms displacement grows as $L^{3/2}$.

A chain of 400 cells tests both coefficients. The inverse of its stiffness matrix gives 0.020834 and 0.011111, against $1/48=0.020833$ and $1/90=0.011111$.

## Stage 3: releasing the ends

A real segment belongs to a longer wall. One might measure its wandering by $B=\langle[u(x+L)-u(x)]^2\rangle$. Consider a central window of length $L$ in a line clamped at the ends of a larger length $S$. Let $a=(S-L)/2$ be the distance from each window end to the nearer clamp, and let $G_S$ be (2) with $L$ replaced by $S$.

A unit force at distance $y<a$ from the left clamp changes the end-to-end difference by $-yL/(ST)$. By symmetry, forces beyond the other end contribute equally to the square. A force inside, at distance $s$ from the centre, gives

$$\frac{a(S/2+s)-a(S/2-s)}{ST}=\frac{2as}{ST}.$$

Squaring and integrating,

$$B=\frac{\Delta_0}{S^2T^2}\left[\frac{2L^2a^3}{3}+4a^2\frac{L^3}{12}\right].$$

Inserting $a=(S-L)/2$, the bracket is $L^2(S-L)^2[(S-L)+L]/12$, so

$$B=\frac{\Delta_0L^2(S-L)^2}{12\,S\,T^2}. \tag{6}$$

**Limit:** for $S\gg L$, $B\simeq\Delta_0L^2S/(12T^2)$. It grows with the whole system, because distant forces tilt the window. It cannot define a local length.

The sag from the chord removes this tilt. Let $c(x)$ be the straight line through the two ends of the window. Since $c''=0$, $v=u-c$ obeys $Tv''+f=0$ with $v=0$ at both ends. This is the clamped problem again, so in the linear theory the midpoint variance is $\Delta_0L^3/(48T^2)$, independent of $S$.

For $L=20$ cells with unit $T$ and $\Delta_0$, the calculated wandering is 5403, 12037 and 25353 at $S=200$, 400 and 800. Formula (6) gives 5400, 12033 and 25350. The sag variance is 167.5 in all three cases, while the continuum value is $8000/48=166.7$.

In a very long wall, $u$ itself may far exceed $\xi$ although the local sag is small. The forces should then be evaluated near the chord instead of at $u=0$. Treating the chord as independent of the forces inside the window gives the same statistics, but that is an approximation. The clamped segment is the precise definition used below.

## Stage 4: the Larkin length

Set the rms midpoint sag equal to the force range:

$$\frac{\Delta_0L_c^3}{48T^2}=\xi^2 .$$

Solving for the length,

$$L_c=48^{1/3}L_0,\qquad
L_0=\left(\frac{T^2\xi^2}{\Delta_0}\right)^{1/3}
=T^{2/3}\,\xi^{2/3}\,\Delta_0^{-1/3}. \tag{7}$$

With $\xi$ held fixed, the length grows as the $2/3$ power of the tension and falls as the $1/3$ power of the force variance. The factor $48^{1/3}\simeq3.63$ belongs to the midpoint criterion. Using the segment average would give $90^{1/3}\simeq4.48$. The powers are unchanged.

An energy estimate confirms them. Displacing a length $L$ by $\xi$ costs about $T(\xi/L)^2L=T\xi^2/L$. The random forces can return about $\xi\sqrt{\Delta_0L}$. Equality gives $L^{3/2}=T\xi/\sqrt{\Delta_0}$, which is $L_0$ in (7).

**Limits.** As $\Delta_0\to0$, $L_c\to\infty$: the wall stays straight over any fixed length. As the forces grow, $L_c$ shrinks until it reaches their correlation length along $x$. Then (3) fails, and for disorder elongated along the wall the uniform-force result of Stage 1 takes over. We call the disorder weak when $L_c$ is much longer than this correlation length.

Doubling the variance multiplies $L_c$ by $2^{-1/3}=0.79$. Doubling the rms force quadruples the variance and multiplies $L_c$ by $2^{-2/3}=0.63$.

## Stage 5: keeping the displaced force

Formula (7) extrapolates a linear theory to the edge of its validity. To find out whether its powers survive, return to (1) and set $x=L_0s$, $u=\xi w$. The delta function becomes $\delta(s-s')/L_0$, so we write $f=\sqrt{\Delta_0/L_0}\,g$, where $g$ has unit strength. Equation (1) becomes

$$\frac{T\xi}{L_0^2}\,w''+\sqrt{\frac{\Delta_0}{L_0}}\;g(s,w)=0 .$$

The coefficients are equal when $L_0^{3/2}=T\xi/\sqrt{\Delta_0}$, which is the definition of $L_0$. Hence

$$w''+g(s,w)=0. \tag{8}$$

No parameter remains. For Gaussian forces with a fixed shape of $\Delta(u)/\Delta_0$ as a function of $u/\xi$, and a fixed way of choosing the equilibrium, any crossover length of the nonlinear problem is a number times $L_0$. The powers do not rest on linearization; the number depends on what is measured.

**Short-segment limit.** Call the linear solution $u_1$. The next term in the force is $u_1\,\partial_uf$, which produces

$$u_2(x)=\int_0^LG(x,y)\,\partial_uf(y,0)\,u_1(y)\,dy .$$

The strength of $\partial_uf$ is $-\Delta''(0)=\Delta_0/\xi^2$. Because $\Delta'(0)=0$, $f$ and $\partial_uf$ at $u=0$ are uncorrelated, and Gaussian statistics makes them independent. Therefore

$$\langle u_2^2\rangle=\frac{\Delta_0}{\xi^2}\int_0^LG^2(x,y)\langle u_1^2(y)\rangle\,dy .$$

At the midpoint $G=y/(2T)$ for $y<L/2$, and the other half contributes equally. With (4),

$$\langle u_2^2\rangle_{\rm mid}=\frac{\Delta_0^2}{6L\,T^4\xi^2}\int_0^{L/2}y^4(L-y)^2dy .$$

The integral is $L^7(1/160-1/192+1/896)=29L^7/13440$. Dividing by (5),

$$\frac{\langle u_2^2\rangle_{\rm mid}}{\langle u_1^2\rangle_{\rm mid}}
=\frac{29}{1680}\left(\frac{L}{L_0}\right)^3 . \tag{9}$$

The relative rms correction is thus about $0.13(L/L_0)^{3/2}$ to leading order.

**Numerical line.** The full equation was relaxed from a flat start for 700 clamped lines at each length, with an independent smooth random potential in every cell. The error is the mean absolute difference between full and linear solutions, relative to the mean absolute linear displacement. For $T=64$, $\Delta_0=1$ and $\xi=0.929$ in lattice units, $L_0$ is about 15 cells. The error rises from 0.039 at 8 cells to 0.106 at 16 cells, a local power of 1.44, close to the $3/2$ in (9). Its size is somewhat below the rms estimate, which is a different average. At 45 cells it is 0.426, while the $3/2$ power continued from 16 cells would give 0.50, so the leading correction is no longer adequate.

Define failure as an error of 0.4. At fixed cell size and $\xi$:

- $T=8$, $\Delta_0=1$: failure at 10.1 cells, or $2.65L_0$.
- $T=64$, $\Delta_0=1$: 42.1 cells, or $2.76L_0$.
- $T=8$, $\Delta_0=1/64$: 41.9 cells, or $2.75L_0$.

The first two give a tension exponent of 0.687; the first and third give a variance exponent of −0.343. The predictions are 0.667 and −0.333, and the tests allowed deviations of 0.10 and 0.05. The last two cases have the same $T\xi/\sqrt{\Delta_0}$. Since multiplying all forces by a constant leaves (1) unchanged, they are independent samples of one reduced problem, not separate proofs of two powers.

With this threshold, failure comes at about three quarters of $L_c$. Beyond it the linear solution is a poor guide to the shape of an individual segment. The test does not measure the error of the variance (5). $L_c$ marks a crossover, with a prefactor set by convention.

## Stage 6: a lead zirconate titanate capacitor

Take a 180° wall in an epitaxial film with polarization $P$ normal to the plane. Moving a unit length of wall by $du$ reverses $P$ in a volume $t\,du$. In a field $\mathcal E$ the energy changes by $2P\mathcal Et\,du$ in magnitude, so the force per length is $2Pt\mathcal E$.

The rough parameters are $t=50$ nm, $P=70$ uC/cm2, $\sigma=150$ mJ/m2, a thickness-averaged random field of 0.020 MV/cm rms and $\xi=2.0$ nm. In SI units,

$$T=0.150\times50\times10^{-9}=7.50\times10^{-9}\ \mathrm N,$$

$$f_0=2(0.70)(50\times10^{-9})(2\times10^6)=0.140\ \mathrm{N/m}.$$

Let the field correlation be Gaussian, $\exp[-(\delta x^2+\delta u^2)/2\xi^2]$. Integrating along $x$ gives $\sqrt{2\pi}\,\xi$, hence

$$\Delta_0=\sqrt{2\pi}\,\xi f_0^2=9.83\times10^{-11}\ \mathrm{N^2/m}.$$

Then

$$L_0=\left[\frac{(7.50\times10^{-9})^2(2.0\times10^{-9})^2}{9.83\times10^{-11}}\right]^{1/3}\mathrm m\simeq13\ \mathrm{nm},$$

and $L_c=3.63L_0\simeq48$ nm. Doubling $\Delta_0$ at fixed $T$ and $\xi$ gives 38 nm.

Here $T$ and $f_0$ are both proportional to $t$, so thickness cancels if the averaged field is fixed. If instead the local disorder is fixed and many independent layers are averaged, the field variance falls as $1/t$ and $L_c$ grows as $t^{1/3}$.

**Correlation and slope.** Keeping the finite correlation along the wall changes $L_c$ to 48.1 nm. For the slope, differentiating (2) and integrating its square gives $\langle u'^2\rangle=\Delta_0[x^3+(L-x)^3]/(3L^2T^2)$, whose segment average is $\Delta_0L/(6T^2)$. The linear rms slope at $L_c$ is 0.12, small enough for the quadratic energy.

**Temperature.** For a quadratic energy, equipartition gives a midpoint variance $k_B\Theta G(L/2,L/2)=k_B\Theta L/(4T)$ at temperature $\Theta$. At 358 K the rms displacement over $L_c$ is 0.09 nm, far below $\xi$.

**Bending through the thickness.** A displacement $A\cos qz$ creates bound charge of amplitude $s=2PqA$. In a uniform medium of permittivity $\epsilon$ its potential on the wall has amplitude $s/(2\epsilon q)$, so the mean energy per area is $s^2/(8\epsilon q)=P^2qA^2/(2\epsilon)$. Tension costs $\sigma q^2A^2/4$. For $q=\pi/t$ and a rough relative permittivity of 300, the ratio $2P^2/(\epsilon\sigma q)$ is 39. This supports a line description, provided mobile charge does not screen the bend.

**Lattice locking.** Let the crystal add a potential per length $V_0\sin^2(\pi u/b)$ with period $b$. A kink joins neighbouring valleys. Multiplying its force balance by $u'$ and integrating gives $Tu'^2/2=V_0\sin^2(\pi u/b)$, so the two energy terms are equal and

$$E_k=\int Tu'^2dx=\int_0^b\sqrt{2TV_0}\,\sin\frac{\pi u}{b}\,du=\frac{2b}{\pi}\sqrt{2TV_0}.$$

Shifting a length $\ell$ by one period costs two kinks and gains typically $b\sqrt{\Delta_0\ell}$, for $b\ll\xi$. The balance is $\ell_k=4E_k^2/(\Delta_0b^2)$. With $b=0.4$ nm and a rough cold-lattice barrier of 30 mJ/m2, $V_0=1.5\times10^{-9}$ J/m, $E_k=7.5$ eV and $\ell_k\simeq370$ nm. The steepest slope of this kink is $\sqrt{2V_0/T}=0.63$, and its width, about $b/0.63=0.6$ nm, is under two lattice periods. The small-slope continuum energy therefore gives only a rough estimate here.

Of the neglected effects estimated here, this one matters most. With that barrier a 48 nm segment clamped in one lattice valley would typically stay there. Since $\ell_k\propto V_0$, the two lengths become equal at a barrier of 3.9 mJ/m2. This balance compares energies, so it applies to a wall that can reach its lowest-energy state, and the change from one regime to the other is gradual. A wall that merely relaxes from a straight start must also be pushed over the lattice force, whose largest value is $\pi V_0/b$. This equals the rms random force $f_0$ at a barrier of $f_0b/(\pi t)\simeq0.4$ mJ/m2. Well above that barrier, such a wall stays in its valley unless temperature or an applied field helps it across. The value $L_c\simeq48$ nm therefore requires an effective barrier well below 3.9 mJ/m2 in the first case and well below 0.4 mJ/m2 in the second. A long wall that is free to settle in the best of many valleys can step more often than $\ell_k$ suggests.

**Beside real films.** The thickness and polarization are of the order found in epitaxial lead zirconate titanate capacitors, and the wall energy has the order found in calculations for lead titanate. The random field is the least certain input: it varies with defects and processing, and $L_c$ follows its $-2/3$ power. A tenfold larger field would bring $L_c$ down to roughly 10 nm, only about five times $\xi$. The linear rms slope is then about 0.5, so the small-slope energy is no longer accurate, and the finite correlation of the forces begins to matter. Real wall energies also depend on direction; doubling the stiffness alone raises $L_c$ to 76 nm. The local tension $T=\sigma t$ further assumes that the electrodes screen $P$ perfectly. If screening is incomplete, the stray field around the wall, whose range is about $t$ and hence about $L_c$ here, lowers the stiffness and makes it nonlocal. For an effective screening length of order 0.01 nm per electrode the reduction is tens of percent of $T$, so the value 48 nm applies only to well-screened films. Polycrystalline films add grain boundaries, and ferroelastic walls have long-range strain forces, so neither fits (1) without change. In hafnia, calculated walls can be very narrow with high barriers, so the locking estimate should come before any use of $L_c$. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
LINEAR THEORY ON A LATTICE
midpoint variance / (D0 L^3/T^2): 0.020834 (1)
average variance / (D0 L^3/T^2): 0.011111 (1)
mean square slope / (D0 L/T^2): 0.1667 (1)
thermal variance / (kT L/T): 0.2500 (1)
system 200 cells: wandering 5403, sag 167.5 (lattice units)
system 400 cells: wandering 12037, sag 167.5 (lattice units)
system 800 cells: wandering 25353, sag 167.5 (lattice units)
FULL NONLINEAR LINE
force range xi: 0.929 (lattice units)
T=8, D0=1.0000: fails at 10.1 cells = 2.65 L0
T=64, D0=1.0000: fails at 42.1 cells = 2.76 L0
T=8, D0=0.0156: fails at 41.9 cells = 2.75 L0
T=64, D0=1, L=6 cells: relative error 0.027
T=64, D0=1, L=8 cells: relative error 0.039
T=64, D0=1, L=11 cells: relative error 0.062
T=64, D0=1, L=16 cells: relative error 0.106
T=64, D0=1, L=23 cells: relative error 0.186
T=64, D0=1, L=32 cells: relative error 0.311
T=64, D0=1, L=45 cells: relative error 0.426
tension exponent: 0.687 (1)
force variance exponent: -0.343 (1)
EXAMPLE, ROUGH PZT PARAMETERS
film thickness: 50 nm
polarization: 70 uC/cm2
wall energy: 150 mJ/m2
random field rms: 0.020 MV/cm
correlation length xi: 2.0 nm
line stiffness T: 7.50 nN
force per length rms: 0.140 N/m
integrated force variance D0: 9.826e-11 N^2/m
Larkin scale L0: 13.18 nm
Larkin length Lc: 47.9 nm
Lc with doubled force variance: 38.0 nm
NEGLECTED EFFECTS
Lc with finite correlation: 48.1 nm
rms slope at Lc: 0.118 (1)
temperature of use: 358 K
thermal rms displacement at Lc: 0.089 nm
Lc with doubled stiffness: 76.0 nm
relative permittivity, rough: 300 (1)
charge / tension energy, depth bend: 39 (1)
lattice period, rough: 0.4 nm
cold lattice barrier, rough: 30 mJ/m2
kink energy through film: 7.54 eV
lattice locking length: 371 nm
barrier at which locking equals Lc: 3.9 mJ/m2
```
